# Sheet resistance from two van der Pauw readings by Newton iteration

A thin film with a sheet resistance of 90 ohm per square, cut to an irregular outline, gives two four-terminal readings of 8.938 ohm and 37.717 ohm. Neither resembles 90 ohm, and they differ from each other by a factor of 4.22. Yet together they determine the sheet resistance, and neither the outline nor the contact positions need be known. The reason is a single equation that the two readings satisfy. Solving it takes a few lines of arithmetic.

## What is measured

If the film has resistivity $\rho$ and thickness $t$, its sheet resistance is $R_s=\rho/t$. A field $E$ along the film drives a current per unit width $K=E/R_s$. The unit of $R_s$ is the ohm; "per square" recalls that a square strip, with current entering along one whole side and leaving along the opposite one, has resistance $R_s$ whatever its size.

Four small contacts, numbered 1, 2, 3, 4 in order around the edge, define two readings:

- $R_A=(V_4-V_3)/I$, with current $I$ entering at 1 and leaving at 2.
- $R_B=(V_1-V_4)/I$, with current $I$ entering at 2 and leaving at 3.

The voltage contacts carry no current. The film is assumed to be ohmic, uniform, equally conducting in all directions in its plane, and free of holes. The contacts are points on its edge.

The readings above belong to a coupon about 10 mm across, with outline $r(\theta)=5\,\text{mm}\,(1+0.2\cos2\theta+0.1\sin3\theta)$ and contacts at $\theta=20^\circ,80^\circ,200^\circ,260^\circ$. They were obtained by solving the current flow numerically with $R_s=90$ ohm and rounding to 0.001 ohm. This is the resolution of a meter that reads microvolts at a current of 1 mA. The mesh error in the second reading is larger than this: its converged value is 37.721 ohm, while the first stays at 8.938 ohm.

## The equation, from a film with a straight edge

Take first a film that fills a half-plane. Current $I$ entering at a point on the edge spreads radially. At distance $r$ it crosses a half circle of length $\pi r$, so $K=I/(\pi r)$. The flow runs along the edge and does not cross it, as an insulating edge requires. From $-d\phi/dr=R_sK$,

$$\phi(r)=-\frac{IR_s}{\pi}\ln r+\text{constant}.$$

The potential diverges at an ideal point contact that carries current. At a real one it is finite, but it depends on the contact's size and a reading there includes the contact resistance. The voltage is therefore read at other contacts.

Let the contacts lie at $x_1<x_2<x_3<x_4$ on the edge, and write $x_{ij}=|x_i-x_j|$. For a source at 1 and a sink at 2, the two potentials add with opposite signs:

$$\phi(x)=\frac{IR_s}{\pi}\left[\ln|x-x_2|-\ln|x-x_1|\right].$$

Evaluating this at contacts 4 and 3 gives

$$R_A=\frac{R_s}{\pi}\left[\ln\frac{x_{42}}{x_{41}}-\ln\frac{x_{32}}{x_{31}}\right]
=\frac{R_s}{\pi}\ln\frac{x_{42}x_{31}}{x_{41}x_{32}}.$$

For a source at 2 and a sink at 3, the same steps give

$$R_B=\frac{R_s}{\pi}\left[\ln\frac{x_{31}}{x_{21}}-\ln\frac{x_{43}}{x_{42}}\right]
=\frac{R_s}{\pi}\ln\frac{x_{42}x_{31}}{x_{43}x_{21}}.$$

Multiplying by $-\pi/R_s$ and exponentiating turns the logarithms into ratios:

$$e^{-\pi R_A/R_s}=\frac{x_{41}x_{32}}{x_{42}x_{31}},\qquad
e^{-\pi R_B/R_s}=\frac{x_{43}x_{21}}{x_{42}x_{31}}.$$

Call the successive gaps $a=x_{21}$, $b=x_{32}$, $c=x_{43}$. The numerators add to

$$(a+b+c)b+ac=ab+b^2+bc+ac=(a+b)(b+c),$$

which is the common denominator $x_{31}x_{42}$. Hence

$$\boxed{e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1.}$$

The contact positions have dropped out. Both terms are positive and their sum is one, so each is less than one and both readings are positive.

## Why the outline does not matter

By the Riemann mapping theorem, the interior of a single closed outline can be mapped onto the upper half-plane by a conformal map $w=F(z)$. The edge goes over to the real line. We send an edge point between contacts 4 and 1 to infinity, so the contacts stay in order along the line. If they come out in reversed order, nothing changes, because the formulas contain distances alone.

Let $\Phi(w)$ be the half-plane potential and set $\phi(z)=\Phi(F(z))$. Three properties make $\phi$ the potential in the original film:

1. A conformal map gives $\nabla^2\phi=|F'|^2\nabla^2\Phi$, so $\phi$ obeys Laplace's equation wherever $\Phi$ does.
2. Angles are preserved, so current that runs along the edge in one picture does so in the other.
3. Gradients are multiplied by $|F'|$ and lengths along a curve are divided by it. The current across the curve, $R_s^{-1}\int|\partial\phi/\partial n|\,ds$ for flow in one direction, is therefore unchanged, and so is the current at each contact.

The contact potentials and the currents agree in the two pictures. So do $R_A$ and $R_B$, and the boxed equation holds for any hole-free outline. With a hole the film has two separate edges, while the half-plane has one, and the argument stops.

A disc gives a case that can be worked by hand. The map $w=i(1+z)/(1-z)$ takes the unit disc to the upper half-plane and the edge point $z=e^{i\theta}$ to $w=-\cot(\theta/2)$. Therefore

$$w_i-w_j=\frac{\sin[(\theta_i-\theta_j)/2]}{\sin(\theta_i/2)\sin(\theta_j/2)}.$$

In the ratios above each contact occurs once in the numerator and once in the denominator, so the factors $\sin(\theta_i/2)$ cancel. What remains is proportional to the chords between contacts. For the four angles of our example,

$$e^{-\pi R_A/R_s}=\frac{\sin120^\circ\,\sin60^\circ}{\sin90^\circ\,\sin90^\circ}=\frac34,\qquad
e^{-\pi R_B/R_s}=\frac{\sin30^\circ\,\sin30^\circ}{\sin90^\circ\,\sin90^\circ}=\frac14.$$

With $R_s=90$ ohm, $R_A=(90/\pi)\ln(4/3)=8.241$ ohm and $R_B=(90/\pi)\ln4=39.714$ ohm. The numerical flow solution, which does not use these formulas, gives 8.241 and 39.713 ohm. Changing the disc into the irregular coupon changes both readings, but not the sum of the two exponentials.

## Solving for the coupon by hand

The unknown sits in two exponents, and in general no rearrangement isolates it. Let $x=\pi/R_s$, in 1/ohm, and look for the zero of

$$f(x)=e^{-xR_A}+e^{-xR_B}-1.$$

If the readings were equal, each exponential would be $1/2$, and $x=\ln2/R_A$. For unequal readings, put their mean in place of $R_A$:

$$x_0=\frac{2\ln2}{R_A+R_B}=\frac{1.386294}{46.655}=0.029714\ \text{1/ohm}.$$

This corresponds to $R_s=105.73$ ohm, 17 % above the set value. Averaging the readings is thus a poor final answer here, but it is a useful start.

Newton's method replaces the curve by its tangent and takes the tangent's zero as the next value. Since $f'(x)=-(R_Ae^{-xR_A}+R_Be^{-xR_B})$, the rule $x-f/f'$ becomes

$$x_{\text{new}}=x+\frac{e^{-xR_A}+e^{-xR_B}-1}{R_Ae^{-xR_A}+R_Be^{-xR_B}}.$$

At $x_0$ the exponentials are 0.76676 and 0.32605, so $f=0.09281$. The denominator is

$$8.938\times0.76676+37.717\times0.32605=19.151\ \text{ohm}.$$

The step is $0.09281/19.151=0.004846$ 1/ohm, which gives $x_1=0.034560$ 1/ohm and $R_s=90.903$ ohm.

At $x_1$ the exponentials are 0.73426 and 0.27158, so $f=0.00584$, and the denominator is 16.806 ohm. The step is now 0.000347 1/ohm. It gives $x_2=0.034907$ 1/ohm and $R_s=89.998$ ohm. The third step gives 89.994 ohm, and further steps leave these digits unchanged.

At the solution the exponentials are 0.73197 and 0.26803, which add to one. The remaining difference of 0.006 ohm from the set value belongs to the readings, not to the iteration. The numerical flow solution has a relative error of $5.7\times10^{-5}$ in the recovered $R_s$, or 0.005 ohm, and rounding the readings can add about 0.003 ohm. On a mesh with twice the spacing the relative error is $2.3\times10^{-4}$, four times larger, as expected if it comes from the mesh.

## The general algorithm

Given two readings:

1. Check that $R_A>0$ and $R_B>0$. If one is zero or negative, its exponential is at least one for every $x>0$, the sum exceeds one, and there is no solution. The contact order or the signs should then be examined.
2. Set $x=2\ln2/(R_A+R_B)$.
3. Apply the Newton rule until the step is smaller than a chosen fraction of $x$, for instance $10^{-12}$.
4. Return $R_s=\pi/x$. If the thickness is known, return also $\rho=R_st$.

There is one solution for every pair of positive readings. At $x=0$ we have $f=1$; for large $x$, $f$ tends to $-1$; and $f'<0$ throughout. The continuous curve therefore crosses zero once, at a point $x^*>0$.

The start never lies beyond $x^*$. The exponential function is convex, so the mean of two of its values is at least its value at the mean argument:

$$\frac{e^{-xR_A}+e^{-xR_B}}2\ge e^{-x(R_A+R_B)/2}.$$

At $x_0$ the right side is $1/2$. Hence $f(x_0)\ge0$ and, because $f$ decreases, $x_0\le x^*$.

Nor does a Newton step overshoot. The second derivative $f''=R_A^2e^{-xR_A}+R_B^2e^{-xR_B}$ is positive, so the curve lies on or above each of its tangents:

$$0=f(x^*)\ge f(x)+f'(x)(x^*-x).$$

Moving the last term to the left and dividing by $-f'(x)=|f'(x)|>0$ gives

$$x^*-x\ge\frac{f(x)}{|f'(x)|}.$$

The right side is the Newton step, so $x_{\text{new}}\le x^*$. Starting from $x_0$, the values rise and remain bounded by $x^*$, and so they have a limit. Their steps must shrink to zero. Since $f=|f'|\times\text{step}$ and $|f'|\le R_A+R_B$ for $x\ge0$, $f$ goes to zero too, and the limit is $x^*$. In computer arithmetic this holds up to rounding.

A second bound gives a quick check on any answer. At $x=\ln2/\min(R_A,R_B)$ one exponential is $1/2$ and the other at most $1/2$, so $f\le0$ and $x^*$ is no larger than this $x$. In terms of the sheet resistance,

$$\frac{\pi\min(R_A,R_B)}{\ln2}\le R_s\le\frac{\pi(R_A+R_B)}{2\ln2}.$$

For the coupon the limits are 40.5 and 105.7 ohm. They coincide when the readings are equal, and then $R_s=\pi R_A/\ln2$.

## How fast it converges

Let $e=x^*-x$ be the remaining error, and let $f'$ and $f''$ without an argument be taken at $x^*$. Expansion about $x^*$ gives

$$f(x)\approx-f'e+\tfrac12f''e^2,\qquad f'(x)\approx f'-f''e.$$

The next error is $e_{\text{new}}=e+f(x)/f'(x)=[ef'(x)+f(x)]/f'(x)$. In the bracket the terms linear in $e$ cancel, and $-f''e^2+\frac12f''e^2=-\frac12f''e^2$ remains. To leading order, with $f'<0$,

$$e_{\text{new}}\approx\frac{f''}{2|f'|}\,e^2.$$

For the coupon the factor is 13.205 ohm. The error after the first step is $3.490\times10^{-4}$ 1/ohm, so the law predicts $13.205\times(3.490\times10^{-4})^2=1.608\times10^{-6}$ 1/ohm after the second. The iteration gives $1.606\times10^{-6}$. Near the solution each step roughly doubles the number of correct digits.

Very unequal readings delay this regime. Let $R_B=qR_A$ with $q\gg1$, and put $u=xR_B$. Then $e^{-xR_A}=e^{-u/q}\approx1-u/q$ for $u\ll q$, and the equation becomes

$$e^{-u}\approx\frac uq,\qquad\text{or}\qquad u+\ln u\approx\ln q.$$

The start is near $u=2\ln2\approx1.39$. As long as $e^{-u}\gg u/q$, both $f$ and its slope in $u$ have magnitude near $e^{-u}$, so each step advances $u$ by about one. The number of these early steps grows roughly as $\ln q$. For $q=10^4$ the solution lies near $u=7.2$, about six units from the start, and quadratic convergence follows.

With the stopping fraction $10^{-12}$, the iteration takes 1, 4, 6, 7 and 11 steps for reading ratios of 1, 2, 10, 100 and $10^4$. In all five cases the result agrees with a bracketing root finder to a relative $10^{-10}$. For large ratios, $e^{-xR_A}-1$ should be evaluated with a function made for small exponents (often called `expm1`), because direct subtraction loses digits.

The choice of variable matters. Newton's rule applied to $R_s$ itself, with $f(\pi/R_s)$ as the function, has slope $(\pi/R_s^2)(R_Ae^{-\pi R_A/R_s}+R_Be^{-\pi R_B/R_s})$. This becomes small at large $R_s$, while the function tends to one, and the step is then too long. From 450 ohm, five times the solution, the next value for the coupon is about $-771$ ohm, which is meaningless. In the variable $x$, with the start given above, this cannot happen.

## How errors in the readings enter

Write $A=e^{-xR_A}$ and $B=e^{-xR_B}$ at the solution. A small change of the readings must keep $A+B=1$, so

$$A(x\,dR_A+R_A\,dx)+B(x\,dR_B+R_B\,dx)=0.$$

Solving for $dx/x$ and using $dR_s/R_s=-dx/x$ gives

$$\frac{dR_s}{R_s}=\frac{A\,dR_A+B\,dR_B}{AR_A+BR_B}.$$

For the coupon, $dR_s/dR_A=3.956$ and $dR_s/dR_B=1.449$. An error of 0.01 ohm in the smaller reading shifts $R_s$ by 0.040 ohm; the same error in the larger one shifts it by 0.014 ohm. The relative errors $dR_A/R_A$ and $dR_B/R_B$ enter with weights 0.39 and 0.61, which add to one. To first order, if both readings are good to 0.1 %, so is $R_s$.

## A real film

The example is set in the rough regime of a titanium nitride film grown by atomic layer deposition on oxidised silicon. With a thickness of 20 nm, the recovered sheet resistance gives

$$\rho=89.994\ \text{ohm}\times20\ \text{nm}=180\ \mu\Omega\,\text{cm}.$$

A resistivity of a few hundred microohm cm or somewhat less is reasonable for such a film, though it depends on growth conditions and thickness. Real contacts are not points. Making them 1.07 mm long on average lowers the recovered $R_s$ by 0.64 % in a converged solution (the mesh used here, coarse at the contact ends, gives 0.70 %), and moving point contacts inward from the edge towards the origin, by 0.49 mm on average, lowers it by 1.00 %. Each shift is computed separately on this coupon, relative to point contacts on the edge. An uncertainty of 0.5 nm in thickness does not affect $R_s$, but it changes $\rho$ by 2.5 %, more than either contact error.

A hole can be far more serious. Cutting out a central copy of the outline at 0.2 of its linear size removes 4 % of the area, yet raises the recovered value by 26 %, although the remaining film still has 90 ohm per square. The absence of holes of this size is therefore a real condition of the method. On this coupon, a gentle thickness gradient along the direction $\theta=0$ does little: if the sheet conductance changes by 2 % over 5 mm, the result differs from the value at the coordinate origin by 0.055 %. The contacts here surround the origin. Contacts crowded together on one side mainly sense the film there: placed at $\theta=-30^\circ,-10^\circ,10^\circ,30^\circ$, they give a shift of 1.8 % for the same gradient.

Heating and leakage are smaller still. With the long contacts, 1 mA dissipates about 0.17 mW in the first reading and about 0.19 mW in the second. For a rough air-cooling coefficient of 10 W/(m² K) on both faces, the coupon warms by about 0.1 K. A rough temperature coefficient of $5\times10^{-4}$ per kelvin turns this into a change of less than 0.01 %. With the same assumed coefficient, use at a temperature 60 K higher would change $R_s$ by 3 %, so the measuring temperature should be recorded. With a rough oxide resistivity of $10^{12}$ ohm m, an intact 100 nm oxide has a resistance of order $10^9$ ohm over the coupon area, and leakage through it is negligible. If the oxide is broken and the silicon conducts, current flows in two layers and the readings no longer describe the film alone.

The values computed on the finite-element mesh for the contact angles of the example are in the numerical output below.

## Values computed for the example and the checks

```
Set sheet resistance: 90.0 ohm/sq
Contact angles 1,2,3,4: [20, 80, 200, 260] degrees
Coupon area: 80.5 mm^2
Disc RA, flow solution / chord formula: 8.241 / 8.241 ohm
Disc RB, flow solution / chord formula: 39.713 / 39.714 ohm
Coupon reading RA: 8.938 ohm
Coupon reading RB: 37.717 ohm
Ratio of larger to smaller reading: 4.220
Newton 0: x = 0.0297137362 1/ohm, pi/x = 105.728631 ohm/sq, f = 9.28e-02
Newton 1: x = 0.0345598610 1/ohm, pi/x = 90.902931 ohm/sq, f = 5.84e-03
Newton 2: x = 0.0349072517 1/ohm, pi/x = 89.998281 ohm/sq, f = 2.67e-05
Newton 3: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 5.67e-10
Newton 4: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 0.00e+00
Newton 5: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 0.00e+00
Recovered sheet resistance: 89.994 ohm/sq
exp(-pi RA/Rs), exp(-pi RB/Rs): 0.73197, 0.26803
Relative error from mesh, fine: 5.72e-05
Relative error from mesh, coarse: 2.29e-04
Error-law constant, observed / formula: 13.20493 / 13.20493 ohm
Newton steps for reading ratio 1: 1
Newton steps for reading ratio 2: 4
Newton steps for reading ratio 10: 6
Newton steps for reading ratio 100: 7
Newton steps for reading ratio 10000: 11
Newton in Rs from 450.0 ohm/sq: next value -770.6 ohm/sq
dRs/dRA, formula / difference: 3.95595 / 3.95595
dRs/dRB, formula / difference: 1.44857 / 1.44857
Film thickness: 20.0 nm
Resistivity: 179.99 microohm cm
Thickness uncertainty 0.5 nm, in resistivity: 2.50 %
Shift of Rs, contacts 1.07 mm long (mean): -0.697 %
Shift of Rs, contacts 0.49 mm inside edge (mean): -1.001 %
Shift of Rs, hole of 0.2 times the outline: +26.36 %
Shift of Rs from centre value, thickness slope 2 % per 5 mm: -0.055 %
Measuring current: 1.0 mA
Two-terminal film resistance, long contacts: 167.1 ohm
Heating power: 0.167 mW
Air cooling coefficient (rough): 10 W/(m^2 K)
Self-heating: 0.104 K
Temperature coefficient (rough): 5.0e-04 1/K
Shift of Rs from self-heating: 0.0052 %
Shift of Rs in use 60 K warmer: 3.0 %
Resistance through 100 nm oxide (rough): 1.2e+09 ohm
Rs / oxide resistance: 7.2e-08
```
